\section*{The Lyddane-Sachs-Teller Relation from One Infrared Oscillator in Silica}

\section*{One oscillator and its field}

\textbf{Q:} An infrared band of silica is assigned two frequencies, one transverse and one longitudinal. If I start from a single kind of oscillator, with one mass and one spring, where could a second frequency come from?

\textbf{A:} From the electric field that the vibration makes. Let oscillator $i$ have displacement $u_i$ along a fixed unit vector $\mathbf e_i$, mass $M$ and effective charge $Z$. In the glass the directions $\mathbf e_i$ are random. I use Hartree atomic units with $\mathbf D=\mathbf E+4\pi\mathbf P_{\rm tot}$, where $\mathbf E$ is the macroscopic field, averaged over many atoms. Newton's law is
\begin{equation}
\ddot u_i=-\omega_T^2u_i-\gamma\dot u_i+\frac{Z}{M}\,\mathbf e_i\cdot\mathbf E .
\label{newton}
\end{equation}
Here $\omega_T$ is the frequency at $\mathbf E=0$ without damping, and $\gamma$ is a constant damping rate. The motion is harmonic, and all oscillators feel the same slowly varying $\mathbf E$. This is a mean-field model: field fluctuations from one oscillator to the next are not treated explicitly.

\textbf{Q:} Random directions should make the polarization cancel.

\textbf{A:} They do not, because a reversed axis also reverses the driven displacement. The polarization carried by the vibration is $\mathbf P=(Z/V)\sum_i u_i\mathbf e_i$ in a volume $V$. Multiply (\ref{newton}) by $Z\mathbf e_i/V$ and sum over $i$:
\begin{equation}
\ddot{\mathbf P}+\gamma\dot{\mathbf P}+\omega_T^2\mathbf P
=\frac{Z^2}{MV}\sum_i\mathbf e_i(\mathbf e_i\cdot\mathbf E).
\end{equation}
The axis appears twice on the right, so its sign drops out. With $n$ oscillators per volume the sum is $nV$ times the average of $e_ae_b$ applied to $\mathbf E$. By isotropy this average is proportional to $\delta_{ab}$, and its trace is $1$ because $\mathbf e$ is a unit vector. It is therefore $\delta_{ab}/3$, and
\begin{equation}
\ddot{\mathbf P}+\gamma\dot{\mathbf P}+\omega_T^2\mathbf P=K\mathbf E,
\qquad K=\frac{nZ^2}{3M}.
\label{peq}
\end{equation}

\textbf{Q:} The electrons polarize too. How do they enter?

\textbf{A:} Their own resonances lie far above the infrared, so I take their response as instantaneous. They add $(\varepsilon_\infty-1)\mathbf E/4\pi$ to the polarization, with constant $\varepsilon_\infty$, and
\begin{equation}
\mathbf D=\mathbf E+(\varepsilon_\infty-1)\mathbf E+4\pi\mathbf P
=\varepsilon_\infty\mathbf E+4\pi\mathbf P .
\label{deq}
\end{equation}
For fields proportional to $e^{-i\omega t}$, each time derivative becomes $-i\omega$. Equation (\ref{peq}) then gives $(\omega_T^2-\omega^2-i\gamma\omega)\mathbf P=K\mathbf E$, and with $\mathbf D=\varepsilon\mathbf E$,
\begin{equation}
\varepsilon(\omega)=\varepsilon_\infty+\frac{4\pi K}{\omega_T^2-\omega^2-i\gamma\omega},
\qquad
\varepsilon_0\equiv\varepsilon(0)=\varepsilon_\infty+\frac{4\pi K}{\omega_T^2}.
\label{eps}
\end{equation}
The imaginary part is positive for $\omega>0$, which with this time factor means absorption.

\textbf{Q:} An atom feels the local field, not the average one. Does (\ref{newton}) ignore that?

\textbf{A:} For a single oscillator it does. For the polarization of identical oscillators, equation (\ref{peq}), the difference can be absorbed in $Z$ and $\omega_T$, provided every oscillator is taken to feel the same local field. Take the Lorentz form $\mathbf F=\mathbf E+\frac{4\pi}{3}\mathbf P_{\rm tot}$ as an example. Let the bare oscillators have charge $q$, frequency $\omega_b$ and dipole density $\mathbf p$, and let the electrons have polarizability density $a$. Then $\mathbf P_{\rm tot}=\mathbf p+a\mathbf F$. Inserting this into $\mathbf F$ and collecting the terms in $\mathbf F$ gives
\begin{equation}
\mathbf F=g\Big(\mathbf E+\frac{4\pi}{3}\mathbf p\Big),\qquad
g=\frac{1}{1-4\pi a/3}.
\end{equation}
Hence $\mathbf P_{\rm tot}=(1+4\pi ag/3)\mathbf p+ag\mathbf E=g\mathbf p+ag\mathbf E$, since the definition of $g$ implies $1+4\pi ag/3=g$. So $\mathbf P=g\mathbf p$ and $\varepsilon_\infty=1+4\pi ag$. The bare motion obeys $\ddot{\mathbf p}+\gamma\dot{\mathbf p}+\omega_b^2\mathbf p=K_b\mathbf F$ with $K_b=nq^2/(3M)$. Multiplying by $g$ and inserting $\mathbf F$,
\begin{equation}
\ddot{\mathbf P}+\gamma\dot{\mathbf P}
+\Big(\omega_b^2-\frac{4\pi}{3}gK_b\Big)\mathbf P=g^2K_b\mathbf E .
\end{equation}
This is (\ref{peq}) with $Z=gq$ and $\omega_T^2=\omega_b^2-\frac{4\pi}{3}gK_b$. The local field softens the collective motion and enhances the charge, while the form of the equation for $\mathbf P$ is unchanged. Within this picture of one uniform local field, the shift belongs to $\mathbf P$ and not to each oscillator: displacements that add up to $\mathbf p=0$ feel no local field at $\mathbf E=0$ and stay at $\omega_b$. Equation (\ref{newton}) with the shifted $\omega_T$ is thus a simplified model that gives the same $\mathbf P$ as the Lorentz picture when all oscillators are alike. The Lorentz picture is itself a mean field. With random axes the actual dipole field differs from site to site, and this spreads even identical oscillators into a band, several percent wide for the parameters used below; the product form of the last section then applies. The uniform polarization is stable as long as both $g$ and $\omega_T^2$ are positive; an instability at short wavelength is not covered by this condition.

\section*{The longitudinal frequency}

\textbf{Q:} So far there is one resonance, at $\omega_T$. Where is the other frequency?

\textbf{A:} Consider a free wave with wavevector $\mathbf q$ and with $\mathbf P$ and $\mathbf E$ parallel to $\mathbf q$. There is no free charge, so $\mathbf q\cdot\mathbf D=0$. Since $\mathbf D$ is itself parallel to $\mathbf q$, it vanishes. Equation (\ref{deq}) then fixes the field:
\begin{equation}
\mathbf E=-\frac{4\pi}{\varepsilon_\infty}\mathbf P .
\end{equation}
It is the field of the bound charge that piles up on successive wavefronts, screened by the electrons. It opposes the polarization and acts as an additional spring. Inserting it into (\ref{peq}) and moving it to the left,
\begin{equation}
\ddot{\mathbf P}+\gamma\dot{\mathbf P}+\omega_L^2\mathbf P=0,\qquad
\omega_L^2=\omega_T^2+\frac{4\pi K}{\varepsilon_\infty}.
\label{wl}
\end{equation}

\textbf{Q:} And the transverse wave has no field? Light is transverse and certainly has one.

\textbf{A:} That objection is justified, and it fixes the meaning of ``transverse frequency''. For a transverse wave Maxwell's equations give $c^2q^2=\varepsilon(\omega)\omega^2$. By (\ref{eps}) and (\ref{wl}), without damping,
\begin{equation}
\varepsilon(\omega)
=\frac{\varepsilon_\infty(\omega_T^2-\omega^2)+4\pi K}{\omega_T^2-\omega^2}
=\varepsilon_\infty\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2},
\label{factor}
\end{equation}
so the coupled waves obey
\begin{equation}
c^2q^2(\omega_T^2-\omega^2)=\varepsilon_\infty\omega^2(\omega_L^2-\omega^2).
\label{pol}
\end{equation}
For $cq\gg\omega_T$ the lower branch keeps a finite frequency, so the bracket on the left must become small. Setting $\omega=\omega_T$ on the right gives, to leading order,
\begin{equation}
\omega_T^2-\omega^2\simeq
\frac{\varepsilon_\infty\omega_T^2(\omega_L^2-\omega_T^2)}{c^2q^2}
=\omega_T^2\,\frac{4\pi K}{c^2q^2}.
\end{equation}
The transverse field is then negligible, and the vibration runs at $\omega_T$. This is the transverse frequency meant here: $q$ is large against $\omega_T/c$ but small against inverse atomic spacings.

\textbf{Q:} What happens at truly infinite wavelength?

\textbf{A:} As $q\to0$ the left side of (\ref{pol}) vanishes. The upper branch goes to $\omega_L$: a uniform oscillation of an infinite isotropic medium cannot tell longitudinal from transverse. On the lower branch $\omega$ is small, so $c^2q^2\omega_T^2\simeq\varepsilon_\infty\omega_L^2\omega^2$. By (\ref{factor}) at $\omega=0$ this is $\omega\simeq cq/\sqrt{\varepsilon_0}$, which is light in a medium with the static permittivity.

\section*{The relation}

\textbf{Q:} Then the two frequencies must be tied to the two permittivities. How?

\textbf{A:} Divide (\ref{wl}) by $\omega_T^2$, and the second part of (\ref{eps}) by $\varepsilon_\infty$:
\begin{equation}
\frac{\omega_L^2}{\omega_T^2}=1+\frac{4\pi K}{\varepsilon_\infty\omega_T^2},
\qquad
\frac{\varepsilon_0}{\varepsilon_\infty}=1+\frac{4\pi K}{\varepsilon_\infty\omega_T^2}.
\end{equation}
The right sides are equal, so
\begin{equation}
\boxed{\;\frac{\omega_L^2}{\omega_T^2}=\frac{\varepsilon_0}{\varepsilon_\infty}\;}
\label{lst}
\end{equation}
This is the Lyddane-Sachs-Teller relation. Density, mass and charge have dropped out. Both permittivities are relative to vacuum, so the relation reads the same in SI units. If $Z\to0$, the splitting vanishes together with the ionic part of $\varepsilon_0$. If $\omega_T\to0$ at fixed $K$, $\omega_L$ stays finite and $\varepsilon_0$ diverges.

\textbf{Q:} Please put numbers in.

\textbf{A:} Take a model glass with round parameters, not fitted to measured silica: $n=0.006$ bohr$^{-3}$, $M=20000\,m_e$, $Z=3\,e$, $\omega_T=0.005$ hartree and $\varepsilon_\infty=2$. Then, in atomic units,
\begin{align}
K&=\frac{0.006\times 9}{3\times 20000}=9.0\times10^{-7},\qquad
4\pi K=1.131\times10^{-5},\\
\omega_L^2&=2.5\times10^{-5}+\frac{1.131\times10^{-5}}{2}=3.0655\times10^{-5},\\
\varepsilon_0&=2+\frac{1.131\times10^{-5}}{2.5\times10^{-5}}=2.452 .
\end{align}
So $\omega_L=0.005537$ hartree. In wavenumbers the pair is 1097 and 1215 cm$^{-1}$. Both ratios in (\ref{lst}) equal 1.226.

The scales leave room for the transverse limit: $\omega_T/c=3.65\times10^{-5}$ bohr$^{-1}$, while $n^{1/3}=0.18$ bohr$^{-1}$. At $cq=100\,\omega_T$ the lower branch is at 0.0049999 hartree. In the Lorentz picture the same medium has $g=1.333$, a bare charge of $2.25\,e$ and a bare frequency of 0.005275 hartree.

\textbf{Q:} You put the same $K$ into both sides. Is the agreement more than bookkeeping?

\textbf{A:} The shared $K$ is the physical content: the charge that lets a static field displace the oscillators also creates the field that stiffens the longitudinal mode. The two sides can still be computed separately. For 1200 oscillators with random axes, one calculation diagonalizes the force matrix that includes the longitudinal field, and another displaces the oscillators in a static field. The first gives $(\omega_L/\omega_T)^2=1.2246$ and the second $\varepsilon_0/\varepsilon_\infty=1.2246$.

\textbf{Q:} But that is not 1.2262.

\textbf{A:} In a finite sample the average of $(\mathbf e_i\cdot\hat{\mathbf q})^2$ is not quite $1/3$. This average multiplies the excess over 1 on both sides, so the relation survives while its value shifts. The excess is 0.2246 instead of 0.2262, lower by 0.7\%. For random axes the variance of $(\mathbf e\cdot\hat{\mathbf q})^2$ is $1/5-1/9=4/45$, so the expected relative scatter is $3\sqrt{4/45}/\sqrt{1200}=2.6\%$. The deviation is well within it.

\section*{Damping}

\textbf{Q:} Bands in a glass are broad. Which frequencies enter when $\gamma$ is not zero?

\textbf{A:} Free motion at $\mathbf E=0$ or at $\mathbf D=0$ obeys $\omega^2+i\gamma\omega-\Omega^2=0$, with $\Omega=\omega_T$ or $\omega_L$. For $\gamma<2\omega_T$ the solutions are
\begin{equation}
\omega=-\frac{i\gamma}{2}\pm\sqrt{\Omega^2-\frac{\gamma^2}{4}},
\qquad
|\omega|^2=\frac{\gamma^2}{4}+\Omega^2-\frac{\gamma^2}{4}=\Omega^2 .
\end{equation}
The relation therefore holds for the moduli of the complex frequencies. It fails for their real parts, where $\gamma^2/4$ is subtracted from both squares and the ratio rises. With $\gamma=0.0005$ hartree, a tenth of $\omega_T$, the squared ratio of real parts is 1.2268 instead of 1.2262.

\textbf{Q:} A spectrum shows peaks, not complex roots.

\textbf{A:} Then weight the spectra by $\omega$. From (\ref{eps}),
\begin{equation}
\omega\,{\rm Im}\,\varepsilon
=\frac{4\pi K\gamma\omega^2}{(\omega_T^2-\omega^2)^2+\gamma^2\omega^2}
=\frac{4\pi K\gamma}{\big[(\omega_T^2-\omega^2)/\omega\big]^2+\gamma^2}.
\end{equation}
The denominator is smallest where the square bracket vanishes, at $\omega=\omega_T$. For the longitudinal response, damping adds $-i\gamma\omega$ to numerator and denominator of (\ref{factor}). Inverting and taking the imaginary part,
\begin{equation}
\omega\,{\rm Im}\Big(-\frac1\varepsilon\Big)
=\frac{(\omega_L^2-\omega_T^2)\,\gamma/\varepsilon_\infty}
{\big[(\omega_L^2-\omega^2)/\omega\big]^2+\gamma^2},
\end{equation}
with its maximum at $\omega_L$. Without the weight, the spectra carry an additional factor $1/\omega$, which falls with frequency and moves each maximum down. In the example ${\rm Im}\,\varepsilon$ peaks at 0.004994 and ${\rm Im}(-1/\varepsilon)$ at 0.005531 hartree. These statements rest on a constant $\gamma$ and a single oscillator frequency. In a real glass a spread of frequencies also broadens the bands, and the measured peaks need not follow these rules exactly.

\section*{Several bands and disorder}

\textbf{Q:} Real silica has several infrared bands, and disorder spreads each of them. Does (\ref{lst}) then fail?

\textbf{A:} For a single pair taken out of several, yes. A product takes its place. Let undamped oscillators have different frequencies $\omega_j$, and write $c_j=\mathbf e_j\cdot\hat{\mathbf q}$ and $b_j=\sqrt{4\pi/(MV)}\,Zc_j$. In a field $E$ along $\hat{\mathbf q}$, $u_j=(Z/M)c_jE/(\omega_j^2-\omega^2)$. The polarization along $\hat{\mathbf q}$ is $(Z/V)\sum_jc_ju_j$, so
\begin{equation}
\varepsilon(\omega)=\varepsilon_\infty+\sum_j\frac{b_j^2}{\omega_j^2-\omega^2}.
\label{many}
\end{equation}
For longitudinal modes $E=-(4\pi/\varepsilon_\infty)(Z/V)\sum_kc_ku_k$. The equations of motion become
\begin{equation}
\omega^2u_j=\omega_j^2u_j+\frac{b_j}{\varepsilon_\infty}\sum_kb_ku_k .
\end{equation}
Let $A$ be the diagonal matrix with entries $\omega_j^2-\omega^2$. The longitudinal frequencies are the zeros of
\begin{equation}
\det\Big(A+\frac{bb^{T}}{\varepsilon_\infty}\Big)
=\det A\;\det\Big(1+\frac{A^{-1}bb^{T}}{\varepsilon_\infty}\Big)
=\det A\,\Big(1+\frac{b^{T}A^{-1}b}{\varepsilon_\infty}\Big).
\end{equation}
The last step holds because the second matrix leaves every vector orthogonal to $b$ unchanged and multiplies $A^{-1}b$ by the final bracket. By (\ref{many}) that bracket is $\varepsilon(\omega)/\varepsilon_\infty$. The determinant on the left is the product of $\omega_{Lj}^2-\omega^2$, hence
\begin{equation}
\frac{\varepsilon(\omega)}{\varepsilon_\infty}
=\prod_j\frac{\omega_{Lj}^2-\omega^2}{\omega_j^2-\omega^2},
\qquad
\prod_j\frac{\omega_{Lj}^2}{\omega_j^2}=\frac{\varepsilon_0}{\varepsilon_\infty}.
\label{prod}
\end{equation}
A local field couples oscillators of different frequency. The $\omega_j$ are then the frequencies of the normal modes at $\mathbf E=0$, each with its own $b_j$, and the same steps lead to the same product. With a 5\% frequency spread in the random network, where this coupling is left out, the product and the static ratio both come out as 1.2268 for this sample; the value changes from sample to sample in the third decimal. The product runs over all 1200 modes and is not the ratio of the two spectral peaks. For a Gaussian spread of 5\% and $\gamma=0.1\,\omega_T$, the maxima of $\omega\,{\rm Im}\,\varepsilon$ and $\omega\,{\rm Im}(-1/\varepsilon)$ give a squared ratio near 1.26, against a static ratio near 1.23.

\textbf{Q:} How wrong would I be if I used the highest pair alone?

\textbf{A:} Take three undamped model bands with $\varepsilon_\infty=2$:
\begin{center}
\begin{tabular}{cccc}
$\omega_j$ (hartree) & step in $\varepsilon_0$ & $\omega_{Lj}$ (hartree) & $(\omega_{Lj}/\omega_j)^2$\\
0.0020 & 0.90 & 0.002305 & 1.328\\
0.0036 & 0.10 & 0.003669 & 1.039\\
0.0050 & 0.45 & 0.005591 & 1.250
\end{tabular}
\end{center}
The static permittivity is $2+0.90+0.10+0.45=3.45$, and $3.45/2=1.725$ is also the product of the last column. The highest pair alone would suggest $\varepsilon_0=2\times1.250=2.50$, which is 28\% below the model's value.

\textbf{Q:} The top band by itself should give $1+0.45/2=1.225$. Why is it 1.250?

\textbf{A:} Above their resonances the two lower bands respond out of phase with the field and reduce the permittivity that screens the top one. At $\omega_{L3}=0.005591$ hartree their terms are $-0.132$ and $-0.071$, so the background is $2-0.203=1.797$. The condition $\varepsilon(\omega_{L3})=0$ then reads $(\omega_{L3}/\omega_3)^2=1+0.45/1.797=1.250$. A splitting measured on one band of silica thus depends on the other bands as well.

\textbf{Q:} When should I distrust even the product?

\textbf{A:} When an assumption behind it fails: if $\varepsilon_\infty$ varies across the infrared, if the motion is not harmonic, if the wavelength approaches atomic spacings, or if the measured $\varepsilon_0$ contains a slow process, such as mobile charge, that is missing from the list of modes. It also fails if it is formed from one pair of peak positions per broad band instead of from all modes. The remaining values for these models are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
oscillator density n = 0.006 bohr^-3
mass M = 20000 m_e, charge Z = 3.0 e
eps_inf = 2.0, damping gamma = 0.0005 hartree
coupling K = 9.0000e-07 a.u.
4 pi K = 1.1310e-05 hartree^2
omega_T = 0.005000 hartree = 1097.4 cm^-1
omega_L = 0.005537 hartree = 1215.2 cm^-1
eps_0 = 2.45239
eps_0/eps_inf = 1.22619
(omega_L/omega_T)^2 = 1.22619
random network: N = 1200 oscillators
network top mode = 0.005533 hartree
network (top mode/omega_T)^2 = 1.22458
network static eps/eps_inf = 1.22458
relative frequency spread = 0.05
spread band: product of squared ratios = 1.22680
spread band: static eps/eps_inf = 1.22680
eps at 0.8 omega_T, time run = 3.19750 + 0.26611 i
local field: polarizability density a = 0.05968
local field: enhancement g = 1.33333
local field: bare charge = 2.2500 e
local field: bare frequency = 0.005275 hartree
light scale omega_T/c = 3.649e-05 bohr^-1
network scale n^(1/3) = 0.182 bohr^-1
cq = 0.001 omega_T: upper branch = 0.005537 hartree
cq = 0.001 omega_T: (cq/lower)^2 = 2.45239
cq = 100 omega_T: lower branch = 0.0049999 hartree
damped TO = 0.0049937 -0.0002500 i hartree
damped LO = 0.0055310 -0.0002500 i hartree
squared ratio of moduli = 1.22619
squared ratio of real parts = 1.22676
peak of omega Im eps = 0.0050000 hartree
peak of omega Im(-1/eps) = 0.0055367 hartree
peak of Im eps = 0.0049938 hartree
peak of Im(-1/eps) = 0.0055310 hartree
three bands TO (hartree): 0.002000 0.003600 0.005000
three bands permittivity steps: 0.90 0.10 0.45
three bands LO (hartree): 0.002305 0.003669 0.005591
three bands (LO/TO)^2: 1.32835 1.03855 1.25040
three bands eps_0 = 3.45000
three bands product = 1.72500
three bands eps_0/eps_inf = 1.72500
top band without the others: (LO/TO)^2 = 1.22500
\end{verbatim}
